\section*{Choosing the number of random fields for a partially coherent image}

\section{Two thousand images and a restless linewidth}

A 120 nm line is imaged with partially coherent light by averaging the images of 2048 random fields. When the whole average is repeated 400 times with fresh random numbers, the printed linewidth scatters with a standard deviation of about 1.6 nm. Ten images of fixed, well-chosen fields, added with no random numbers at all, reproduce the same intensity pattern with a relative error of $1.8\times10^{-5}$. What does the number of random fields $N$ buy, and when is it worth paying for?

The same setting occurs in electronic-structure programs as the number of stochastic orbitals. There a density matrix is sampled by random orbitals, and the density is the average of their squared moduli. An optical mutual intensity is also a positive Hermitian kernel whose diagonal is wanted, so one analysis serves both. It is worked out here for lithography, where every step can be compared with a deterministic image, and carried over to electrons in Section 6.

\section{The deterministic image}

The light is quasi-monochromatic with wavelength $\lambda$ and polarized along the lines, so one scalar field suffices. The mask is thin, with transmission $t(x)$, and opaque outside a window of length $L$. Lengths are in wafer coordinates. The source is a narrow strip across the lines. Its points $|s|\le\sigma$ are equally bright and mutually incoherent, and each sends a plane wave $e^{2\pi i s\,\mathrm{NA}\,x/\lambda}$ to the mask. Adding the products of these waves gives the mutual intensity
\begin{equation}
J(x_1,x_2)=\frac1{2\sigma}\int_{-\sigma}^{\sigma}\!ds\,e^{2\pi i s\mathrm{NA}(x_1-x_2)/\lambda}
=\mathrm{sinc}\!\left[\frac{2\sigma\mathrm{NA}(x_1-x_2)}{\lambda}\right],
\end{equation}
with $\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$. Since $J(x,x)=1$, intensities are relative to the clear field.

An ideal pupil passes spatial frequencies $|f|\le\mathrm{NA}/\lambda$ unchanged. Its amplitude response is
\begin{equation}
h(x)=\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}e^{2\pi i f x}df=\frac{2\mathrm{NA}}{\lambda}\,\mathrm{sinc}\!\left(\frac{2\mathrm{NA}\,x}{\lambda}\right).
\end{equation}
A field $U$ on the mask produces the image amplitude $u(x)=\int h(x-x')t(x')U(x')dx'$. Averaging $|u|^2$ with $\langle U(x_1)U^*(x_2)\rangle=J(x_1,x_2)$ gives
\begin{equation}
I(x)=\iint h(x-x_1)h^*(x-x_2)\,t(x_1)t^*(x_2)\,J(x_1,x_2)\,dx_1dx_2 .
\label{eq:I}
\end{equation}
Inserting the source integral for $J$ and doing the mask integrals first turns this into a sum of coherent images over source points. With $T(f)$ the Fourier transform of $t$,
\begin{equation}
I(x)=\frac1{2\sigma}\int_{-\sigma}^{\sigma}\!ds\left|\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}T\!\left(f-\frac{s\mathrm{NA}}{\lambda}\right)e^{2\pi i f x}df\right|^2 .
\end{equation}

The example has five 120 nm slits at 240 nm pitch, so $L=1080$ nm, with $\lambda=193$ nm, $\mathrm{NA}=0.85$ and $\sigma=0.7$. The two forms of $I$, one integrated in space and the other in frequency, agree to $4\times10^{-15}$ of the clear field. The second serves below as the reference.

\section{Modes and random fields}

The kernel $J$ is Hermitian. It is also positive, because $\iint g^*(x_1)J\,g(x_2)\,dx_1dx_2$ is an average over $s$ of squared moduli. On the window it therefore has orthonormal modes with non-negative eigenvalues:
\begin{equation}
\int J(x_1,x_2)\varphi_n(x_2)dx_2=\lambda_n\varphi_n(x_1),\qquad J=\sum_n\lambda_n\varphi_n(x_1)\varphi_n^*(x_2).
\end{equation}
Setting $x_1=x_2$ and integrating gives $\sum_n\lambda_n=L$.

On quadrature points $x_i$ with weights $w_i$ the eigenvalue equation reads $\sum_jJ_{ij}w_j\varphi_n(x_j)=\lambda_n\varphi_n(x_i)$. Multiplying by $\sqrt{w_i}$ and defining $v_i=\sqrt{w_i}\,\varphi_n(x_i)$ makes the matrix Hermitian:
\begin{equation}
\sum_j\sqrt{w_i}\,J_{ij}\sqrt{w_j}\;v_j=\lambda_nv_i .
\end{equation}

The number of strong modes follows from the spectrum of $J$, which is flat with height $\lambda/(2\sigma\mathrm{NA})=162$ nm over the source band and zero outside. No eigenvalue can exceed this height. At least $L/(162\ \mathrm{nm})=2\sigma\mathrm{NA}L/\lambda=6.66$ modes are thus needed to carry the trace $L$. The computed $\lambda_n/L$ are 0.150 for the first four modes, close to the ceiling $1/6.66$, then 0.148, 0.134, 0.085, 0.028, 0.0044 and 0.0004. The fall is steep but not a step.

The algorithm is then as follows.
\begin{enumerate}
\item Diagonalize the weighted matrix and keep $M$ modes.
\item Draw independent complex $a_n$ with $\langle a_n\rangle=\langle a_n^2\rangle=0$ and $\langle|a_n|^2\rangle=1$. For Gaussian amplitudes, the real and imaginary parts each have variance $1/2$.
\item Form $U=\sum_n\sqrt{\lambda_n}\,a_n\varphi_n$, apply mask and lens, and store $|u(x)|^2$.
\item Average over $N$ independent draws to obtain $\hat I(x)$.
\end{enumerate}
Write $\psi_n(x)=\int h(x-x')t(x')\varphi_n(x')dx'$ and $c_n=\sqrt{\lambda_n}\,\psi_n$. One draw gives $I_r=\sum_{nm}c_nc_m^*a_na_m^*$. Because $\langle a_na_m^*\rangle=\delta_{nm}$,
\begin{equation}
\langle\hat I(x)\rangle=\sum_n\lambda_n|\psi_n(x)|^2 ,
\label{eq:modesum}
\end{equation}
which is Eq.~(\ref{eq:I}) with the mode expansion inserted, provided all modes are kept. With 13 modes the right-hand side differs from the reference by at most $10^{-9}$ of the clear field.

\section{Why the error is one over root $N$}

The noise needs the fourth moments. Let $\langle|a_n|^4\rangle=\kappa$. Independence and the vanishing of $\langle a_n\rangle$ and $\langle a_n^2\rangle$ leave only terms in which each $a$ is paired with an $a^*$:
\begin{equation}
\langle a_na_m^*a_ka_l^*\rangle=\delta_{nm}\delta_{kl}+\delta_{nl}\delta_{mk}+(\kappa-2)\,\delta_{nmkl}.
\end{equation}
The last symbol is 1 when all four indices coincide. There the first two terms already give 2, so $\kappa-2$ restores the right value. Multiply by $c_n(x)c_m^*(x)c_k(x')c_l^*(x')$ and sum. The first term gives $I(x)I(x')$, which the covariance subtracts. The second gives $|G(x,x')|^2$ with $G=\sum_nc_n(x)c_n^*(x')$, the mutual intensity of the image. Averaging $N$ independent draws divides the covariance by $N$:
\begin{equation}
\mathrm{Cov}[\hat I(x),\hat I(x')]=\frac1N\Big[|G(x,x')|^2+(\kappa-2)\sum_n|c_n(x)|^2|c_n(x')|^2\Big].
\label{eq:cov}
\end{equation}

A circular Gaussian amplitude has an exponentially distributed $|a|^2$, so $\kappa=2$ and the last term vanishes. At $x=x'$, where $G=I$,
\begin{equation}
\mathrm{Var}\,\hat I(x)=\frac{I(x)^2}{N}.
\end{equation}
The relative error at a point is $1/\sqrt N$, whatever the number of modes. More modes do not quieten a point, because the intensity of a sum of Gaussian amplitudes is still exponentially distributed. Summed over image points, the rms error relative to the rms image is also $1/\sqrt N$.

The same moments apply on the mask, where $\langle|\hat J_{12}-J_{12}|^2\rangle=J_{11}J_{22}/N=1/N$. For $N=500$ the synthesized fields gave an rms error of 0.0439, against a predicted 0.0447.

For the image, 400 repeats at each $N$ gave:
\begin{center}
\begin{tabular}{rcc}
$N$ & measured error & $1/\sqrt N$\\
16 & 0.249 & 0.250\\
64 & 0.128 & 0.125\\
256 & 0.065 & 0.063\\
1024 & 0.031 & 0.031
\end{tabular}
\end{center}
The fitted logarithmic slope is $-0.499$. The largest deviation from the law is 3\%. The sampling uncertainty of 400 repeats can be bounded from above. For nearly Gaussian errors with covariance matrix $C$, the summed squared error has mean $\mathrm{tr}\,C$ and variance $2\,\mathrm{tr}\,C^2\le2(\mathrm{tr}\,C)^2$. The rms estimated from $R$ repeats then has a relative uncertainty of at most $1/\sqrt{2R}$, or 3.5\%. With $C=|G|^2/N$ for this image the actual value is about 1.5\%, so the largest deviation is about two standard errors.

\subsection{Other amplitude statistics}

Random phases of unit modulus, $a_n=e^{i\theta_n}$, have $\kappa=1$. The variance becomes
\begin{equation}
N\,\mathrm{Var}\,\hat I=I^2-\sum_n\lambda_n^2|\psi_n|^4 .
\end{equation}
With a single mode this vanishes: one coherent image is already the answer. If $K$ modes contribute equally at a point, the relative error is $\sqrt{(1-1/K)/N}$, and the advantage fades as $K$ grows. For the example the predicted image error is $0.841/\sqrt N$, and the measured prefactor at $N=256$ was 0.859. Since $0.841^2=0.71$, phases need 29\% fewer images than Gaussians for equal image error here.

Real Gaussian amplitudes violate $\langle a_n^2\rangle=0$. A third pairing, $\delta_{nk}\delta_{ml}$, survives and adds $|\sum_nc_n^2|^2$ to $N\,\mathrm{Var}\,\hat I$. In the example $J$, $t$ and $h$ are real, so the $c_n$ can be chosen real and the addition equals $I^2$. The mean stays correct, but the error grows by $\sqrt2=1.414$; the measured factor was 1.427. A check of the mean alone would not reveal the difference.

\section{The floor set by missing modes}

Keeping $M$ modes changes the mean from $I$ to $I_M=I-b_M$, with $b_M=\sum_{n>M}\lambda_n|\psi_n|^2\ge0$. Split the error as $\hat I-I=(\hat I-I_M)-b_M$. The first part has zero mean, so the cross term vanishes on averaging. With $\|\cdot\|^2$ denoting the sum over image points and Gaussian amplitudes,
\begin{equation}
\langle\|\hat I-I\|^2\rangle=\frac{\|I_M\|^2}{N}+\|b_M\|^2 .
\end{equation}
The inverse-square-root law ends where the two terms meet, at $N^*=\|I_M\|^2/\|b_M\|^2$.

For $M=6$ the floor $\|b_M\|/\|I\|$ is 0.20 and $N^*=19$. At $N=1024$ the measured error was 0.204, as predicted to within 1\%, where a complete set of modes would give 0.031. For $M=8$ the floor is $2.9\times10^{-3}$, and for $M=10$ it is $1.8\times10^{-5}$. The count 6.66 therefore locates the fall of the eigenvalues but is not a safe cutoff.

A bound known before any imaging is more useful. By the Cauchy--Schwarz inequality,
\begin{equation}
|\psi_n(x)|^2\le\int|h|^2dx'\int|t\varphi_n|^2dx'\le\frac{2\mathrm{NA}}{\lambda},
\end{equation}
because $|t|\le1$, the modes are normalized, and Parseval's theorem makes $\int|h|^2dx$ equal to the pupil width. Hence
\begin{equation}
b_M(x)\le\frac{2\mathrm{NA}}{\lambda}\sum_{n>M}\lambda_n .
\label{eq:bound}
\end{equation}
With 13 modes the omitted trace is $4.2\times10^{-9}\times1080$ nm $=4.5\times10^{-6}$ nm. Multiplied by $2\mathrm{NA}/\lambda=0.0088$ nm$^{-1}$, it bounds the loss by $4\times10^{-8}$ of the clear field at every point and for every passive mask in this window.

\section{The same setting for electrons}

Let $\rho=\sum_nf_n\varphi_n\varphi_n^*$ be the one-spin density matrix in a fixed effective potential, with occupations $0\le f_n\le1$. Complex Gaussian white noise $\chi$ has independent components $a_n$ on the orbitals. The stochastic orbital
\begin{equation}
\eta=\rho^{1/2}\chi=\sum_n\sqrt{f_n}\,a_n\varphi_n
\end{equation}
has the form of $U$, with $f_n$ in place of $\lambda_n$. The average of $|\eta|^2$ is the density $n(\mathbf r)$, and its relative error at each point is $1/\sqrt N$, however large the system. This prefactor belongs to complex Gaussian noise. Programs often draw real $\pm1$ values on a grid; with real orbitals the third pairing of Section 4 then survives, and the prefactor approaches $\sqrt2$ on a fine grid.

The integrated density behaves better. Integrating Eq.~(\ref{eq:cov}) with $\kappa=2$ over both positions gives the variance of the sampled electron number:
\begin{equation}
\mathrm{Var}\!\int\!\hat n\,d\mathbf r=\frac1N\iint|\rho(\mathbf r,\mathbf r')|^2d\mathbf r\,d\mathbf r'=\frac1N\sum_nf_n^2 .
\end{equation}
For $N_s$ filled orbitals of one spin the sum is $N_s$, so the relative error is $1/\sqrt{NN_s}$. The number of stochastic orbitals should therefore be chosen for the quantity wanted: the relative error of the electron number falls with system size, whereas that of the local density does not. These statements hold at fixed potential. In a self-consistent cycle the noisy density enters the potential nonlinearly, and the mean can shift as well. The numerical example does not test this section.

\section{From image noise to linewidth}

Set the threshold to the intensity at $x=\pm60$ nm, so that the central line prints at 120 nm. Let $g=|dI/dx|$ there. The slope is $-g$ at the right edge and $+g$ at the left. To first order in the noise $\delta I$, the threshold crossings move by
\begin{equation}
\delta x_R=\frac{\delta I_R}{g},\qquad \delta x_L=-\frac{\delta I_L}{g}.
\end{equation}
The linewidth changes by $\delta x_R-\delta x_L=(\delta I_R+\delta I_L)/g$, and the line centre by $(\delta I_R-\delta I_L)/(2g)$. By Eq.~(\ref{eq:cov}) with Gaussian amplitudes, each edge has variance $I^2/N$ and the two have covariance $I^2|\mu|^2/N$, where $\mu=G(x_L,x_R)/I$. Therefore
\begin{align}
\mathrm{Var}(\mathrm{CD})&=\frac{2I^2(1+|\mu|^2)}{Ng^2}, \label{eq:cd}\\
\mathrm{Var}(\mathrm{centre})&=\frac{I^2(1-|\mu|^2)}{2Ng^2}.
\end{align}
Coherence between the edges makes them brighten together. This acts like a dose error: it widens the line and leaves its centre in place.

Here $I=0.340$, $g=0.00893$ nm$^{-1}$ and $\mu=0.843$. Then $I/g=38.1$ nm, and the linewidth scatter is $38.1\sqrt{2(1+0.711)}/\sqrt N=70.5\ \mathrm{nm}/\sqrt N$. For the centre it is $14.5\ \mathrm{nm}/\sqrt N$. At $N=2048$ these give 1.56 nm and 0.32 nm; the measured values were 1.66 nm and 0.33 nm. The linewidth scatter is 7\% above the prediction, about twice the 3.5\% sampling uncertainty of 400 repeats. The excess is mostly chance: with 20\,000 repeats the scatter settles at 1.57 nm, within about 1\% of the first-order result.

The opening puzzle is now resolved. An image error of $1/\sqrt{2048}=2.2\%$ is multiplied by a length of 70 nm. A scatter of 0.1 nm needs $(70.5/0.1)^2\approx5\times10^5$ images.

\section{Setting $M$ and $N$}

Choose $M$ first, from the omitted trace in Eq.~(\ref{eq:bound}), so that the bias lies below the intended accuracy. Then choose $N=1/\varepsilon^2$ for a relative image error $\varepsilon$, or take $N$ from Eq.~(\ref{eq:cd}) for a linewidth. If $\mu$ is unknown, $|\mu|\le1$ gives the safe value $N=4(I/g)^2/\delta^2$ for a scatter $\delta$. These rules assume circular Gaussian amplitudes and edge shifts small enough for the slope to stay constant.

Before sampling, compare $N$ with $M$. Equation~(\ref{eq:modesum}) needs one image per mode. Eight modes reach an error of $2.9\times10^{-3}$, for which random averaging needs $1.2\times10^5$ images. Counting images alone, sampling beats the mode sum only when more than about $1/\varepsilon^2$ modes matter. For a square source and a square window the kernel is a product, and the mode count is about $(L/162\ \mathrm{nm})^2$ at the present NA and $\sigma$. It reaches $10^4$, the number of random images for 1\% accuracy, at $L\approx16\ \mu$m.

Even then, sampling has a deterministic rival in the sum over source points of Section 2, which needs no modes. Equally spaced source points replace $J$ by a periodic kernel. With $K$ points across the strip the period is $K\times162$ nm. The false copies join mask points about a period apart and leave the window once $K$ exceeds the mode count. Below that they are suppressed only by the tails of $h$, which fall as slowly as $1/x$. For line masks of $L=1.1$, 4.4 and 16 $\mu$m, with about 7, 27 and 100 strong modes, a 1\% image error takes about 7, 19 and 30 points, and a 0.1\% error about 13, 28 and 90. At modest accuracy a large window thus needs several times fewer source points than modes per direction, so a large mode count alone is no reason to sample; at high accuracy the two counts become similar.

Sampling does not need the diagonalization either. The Gaussian result used $\sum_nc_nc_n^*$ but not the orthogonality of the modes, so random amplitudes on any set of fields that adds up to $J$, such as the source plane waves, give the same noise. For phase-only amplitudes the last term of Eq.~(\ref{eq:cov}) does depend on that choice.

\section{Beside a real exposure}

The wavelength, NA and linewidth lie in the regime of dry ArF scanners. The strip source is the untypical choice, since illuminators usually fill a disc, a ring or separate poles. With the threshold held fixed and one change made at a time, a disc of the same $\sigma$ alters the 120 nm line by $-1.4$ nm. The other polarization, in a resist of index 1.7, gives $+1.6$ nm, and the radiometric pupil factor of a fourfold reduction lens $+1.6$ nm. A resist blur of 10 nm rms gives $+0.4$ nm, and 100 nm of defocus $+0.1$ nm. The last figure is small only because this threshold lies near the intensity that defocus leaves unchanged: the edge slope falls by 22\%, and the scatter prefactor rises from 70.5 nm to 88 nm. For the disc source it is 82 nm. Mask topography, aberrations and further resist chemistry are not sized. For predicting an absolute linewidth with this model, a scatter far below 1.6 nm, and hence $N$ far above 2000, buys little.

Some of the noise is physical. A pulsed laser shows a new speckle pattern after each coherence time. For a Gaussian line of full width $\Delta\nu$ at half maximum, the squared degree of temporal coherence is $|\gamma(\tau)|^2=\exp[-(\pi\Delta\nu\,\tau)^2/(2\ln2)]$, and
\begin{equation}
\tau_c=\int_{-\infty}^{\infty}|\gamma(\tau)|^2d\tau=\sqrt{\frac{2\ln2}{\pi}}\,\frac1{\Delta\nu}.
\end{equation}
Rough typical values are a bandwidth of 0.3 pm and 40 pulses of 100 ns. They give $\tau_c=0.275$ ns and $40\times100/0.275\approx14\,500$ patterns, hence 0.8\% speckle noise. In the strip-source model this is a linewidth scatter of $70.5/\sqrt{14\,500}\approx0.6$ nm. With a disc source the speckle also varies along the line, so averaging over a length of line would reduce it. The estimate counts temporal patterns only; the spatial speckle left by the finite \'etendue of a real laser is not included.

Photon counting is of similar size. At a clear-field dose of 30 mJ/cm$^2$, about 9900 photons reach a 10 nm square at the line edge, a noise of 1.0\%. Those absorbed are fewer, and their relative noise is larger. A simulation meant to show speckle should set $N$ to the number of patterns in the exposure; one meant to show the mean image is usually better served by a deterministic sum, over modes when they are few or over source points. The numerical output below lists the values of the main example.

\section*{Computed values}
\begin{verbatim}
wavelength 193 nm, NA 0.85, sigma 0.7
5 slits of 120 nm, pitch 240 nm, window 1080 nm
strong-mode count 2 sigma NA L/lambda: 6.66
lam_n/L, first 10: 0.15 0.15 0.15 0.15 0.148 0.134 0.0851 0.0275 0.00441 0.000442
modes kept: 13, omitted trace fraction 4.2e-09
max |I from J - I Abbe|: 3.7e-15 (clear field = 1)
max |I from modes - I Abbe|: 9.6e-10 (clear field = 1)
I at 0, 60, 120 nm: 0.7098 0.3401 0.0279 (clear field = 1)
mask-field J rms error, N=500: 0.0439, predicted 0.0447
repeats of each averaging run: 400
N=16: relative image error 0.2490, predicted 0.2500
N=64: relative image error 0.1282, predicted 0.1250
N=256: relative image error 0.0645, predicted 0.0625
N=1024: relative image error 0.0312, predicted 0.0312
fitted log-log slope: -0.4988
error*sqrt(N), unit phases, N=256: 0.859, predicted 0.841
error*sqrt(N), real Gaussian, N=256: 1.427, predicted 1.414
M=4: truncation floor 6.09e-01, random images for equal error 2.69e+00
M=6: truncation floor 2.01e-01, random images for equal error 2.47e+01
M=8: truncation floor 2.93e-03, random images for equal error 1.17e+05
M=10: truncation floor 1.83e-05, random images for equal error 2.99e+09
M=6, N=1024: error 0.2039, predicted 0.2029
M=6: noise equals floor at N = 19
M=6: lost image integral 58.81 nm, bound 126.91 nm
edge gradient dI/dx at 60 nm: -0.00893 per nm
image coherence mu between edges: 0.8431
CD scatter times sqrt(N): 70.46 nm
centre scatter times sqrt(N): 14.48 nm
N=2048: CD scatter 1.660 nm, predicted 1.557 nm
N=2048: centre scatter 0.327 nm, predicted 0.320 nm
images needed for 0.1 nm CD scatter: 4.96e+05
CD change, defocus 100 nm: +0.13 nm
CD change, other polarization, resist index 1.7: +1.63 nm
CD change, radiometric factor, 4x lens: +1.57 nm
CD change, disc source of same sigma: -1.38 nm
CD change, resist blur 10 nm rms: +0.43 nm
dose 30 mJ/cm2: photons at edge per 10 nm square 9913, noise 1.00 %
laser: 0.3 pm, 100 ns, 40 pulses; coherence time 0.275 ns
independent speckle patterns 14539, speckle noise 0.83 %
CD scatter from laser speckle, strip source: 0.58 nm
\end{verbatim}
